# What mean triplet energy gives a 43 Hz coupling in HD?

**Question.** The proton and the deuteron in HD are coupled through the electrons with a constant of about 43 Hz. Suppose that the Fermi contact interaction produces all of it, and that one mean energy \(\Delta E\) replaces all triplet excitation energies. How large must \(\Delta E\) be for a simple two-electron wavefunction, and how does the coupling scale with the quantities that enter?

**Answer.** The size of the coupling is set by three things: the contact constants of the two nuclei, the chance of finding one electron at each nucleus, and \(\Delta E\). The nuclei are held at \(R=1.4\,a_0\), and the coupling is taken as positive. Spins \(\mathbf s\) and \(\mathbf I\) are dimensionless, and \(J\) is defined by the spin energy \(hJ\,\mathbf I_p\cdot\mathbf I_d\).

## The contact constants

Picture a nucleus as a small, uniformly magnetized sphere with moment \(\boldsymbol\mu_N=g_N\mu_N\mathbf I\). The field inside is \(\tfrac23\mu_0\) times the magnetization, so its volume integral is \(\tfrac23\mu_0\boldsymbol\mu_N\). The dipole field outside averages to zero over directions. For an electron density that is spherical near the nucleus, a shrinking sphere therefore acts as the field \(\tfrac23\mu_0\boldsymbol\mu_N\,\delta(\mathbf r-\mathbf R_N)\). The electron moment is \(-g_e\mu_B\mathbf s\) with \(g_e>0\), and the energy is minus moment times field. The two minus signs cancel:

\[
H_N=C_N\sum_{i=1}^{2}\delta(\mathbf r_i-\mathbf R_N)\,\mathbf s_i\cdot\mathbf I_N,\qquad
C_N=\tfrac23\mu_0\,g_e\mu_B\,g_N\mu_N .
\]

The hydrogen atom checks the constant. There \(|\psi(0)|^2=1/(\pi a_0^3)\), and \(\mathbf s\cdot\mathbf I\) is \(\tfrac14\) in the triplet and \(-\tfrac34\) in the singlet. The splitting is thus \(C_p/(\pi a_0^3)\), which gives 1423 MHz, in accord with the rough known size of 1.4 GHz.

In atomic units \(\mu_0/4\pi=\alpha^2\), \(\mu_B=\tfrac12\) and \(\mu_N=m_e/(2m_p)\), where \(\alpha\) is the fine-structure constant. Hence

\[
C_pC_d=\frac{4\pi^2}{9}\,\alpha^4 g_e^2\,g_pg_d\left(\frac{m_e}{m_p}\right)^2 .
\]

The factors \(\alpha^4\) and \((m_e/m_p)^2\) bring an electronic energy down to a frequency of some tens of hertz. Numerically,

\[
\frac{C_pC_d}{h}=466.14\ \text{Hz}\,E_h\,a_0^6 .
\]

## From second order to one mean energy

Let \(|0\rangle\) be the singlet ground state with real spatial function \(\Psi(\mathbf r_1,\mathbf r_2)\). Write \(\delta_{iN}=\delta(\mathbf r_i-\mathbf R_N)\) and split the operator:

\[
\delta_{1N}\mathbf s_1+\delta_{2N}\mathbf s_2
=\tfrac12(\delta_{1N}+\delta_{2N})(\mathbf s_1+\mathbf s_2)
+\tfrac12(\delta_{1N}-\delta_{2N})(\mathbf s_1-\mathbf s_2).
\]

The total spin \(\mathbf s_1+\mathbf s_2\) gives zero on a singlet. The difference \(\mathbf s_1-\mathbf s_2\) changes sign when the electron spins are exchanged, so it turns the antisymmetric singlet into a symmetric spin function, a triplet. The first-order energy is therefore zero, and triplets are the only intermediate states in second order.

The perturbation is \(H_p+H_d\). The nuclear spins stay operators, since their own energies are negligible beside the electronic ones. The two cross terms of the second-order energy are equal, which gives

\[
hJ\,\mathbf I_p\cdot\mathbf I_d=-2\sum_{n}\frac{\langle0|H_p|n\rangle\langle n|H_d|0\rangle}{E_n-E_0}.
\]

Now replace every \(E_n-E_0\) by \(\Delta E\). The sum over \(|n\rangle\langle n|\) may be extended to all states, because those added have zero matrix elements. It is then the unit operator:

\[
hJ\,\mathbf I_p\cdot\mathbf I_d=-\frac{2}{\Delta E}\langle0|H_pH_d|0\rangle .
\]

Terms in which the same electron appears twice contain \(\delta(\mathbf r_i-\mathbf R_p)\,\delta(\mathbf r_i-\mathbf R_d)\) and vanish, since one electron cannot be at both nuclei. For different electrons a spin average is needed. In a singlet

\[
0=\langle(\mathbf s_1+\mathbf s_2)^2\rangle=\tfrac34+\tfrac34+2\langle\mathbf s_1\cdot\mathbf s_2\rangle
\quad\Rightarrow\quad\langle\mathbf s_1\cdot\mathbf s_2\rangle=-\tfrac34 .
\]

A singlet has no preferred direction, so \(\langle s_{1a}s_{2b}\rangle=-\tfrac14\delta_{ab}\). Call the nuclear positions A (proton) and B (deuteron). The spatial average of \(\delta_{1A}\delta_{2B}\) is \(|\Psi(A,B)|^2\), and exchanging the electrons gives the same value again. Thus

\[
\langle0|H_pH_d|0\rangle=C_pC_d\cdot2\cdot\left(-\tfrac14\right)|\Psi(A,B)|^2\,\mathbf I_p\cdot\mathbf I_d ,
\]

\[
hJ=\frac{C_pC_d\,|\Psi(A,B)|^2}{\Delta E}.
\]

The sign has a simple reading. Each nucleus favours one orientation of the electron spin near it, and the two electron spins are opposed. For two positive \(g_N\) the nuclear spins therefore prefer to be antiparallel, which is what \(J>0\) means.

Factor and sign were tested on a spin model with one electron at each nucleus, where \(|\Psi(A,B)|^2\) carries a factor \(\tfrac12\) and there is a single triplet level. Diagonalizing the two electron spins with a spin-½ and a spin-1 nucleus gave 1.0013 times the closure value. Contact energies of about one thousandth of the singlet–triplet gap make higher-order corrections of this size plausible.

## The Heitler–London estimate

Put a 1s orbital on each nucleus, \(a=\sqrt{\zeta^3/\pi}\,e^{-\zeta r_A}\) and likewise \(b\), and let \(w=\zeta R\). The overlap follows from the coordinates \(\xi=(r_A+r_B)/R\) and \(\eta=(r_A-r_B)/R\), whose volume element is \((R/2)^3(\xi^2-\eta^2)\,d\xi\,d\eta\,d\varphi\):

\[
S=\frac{w^3}{4}\int_1^\infty\! e^{-w\xi}\int_{-1}^{1}(\xi^2-\eta^2)\,d\eta\,d\xi
=\frac{w^3}{2}\int_1^\infty\! e^{-w\xi}\left(\xi^2-\tfrac13\right)d\xi .
\]

With \(\int_1^\infty e^{-w\xi}d\xi=e^{-w}/w\) and \(\int_1^\infty\xi^2e^{-w\xi}d\xi=e^{-w}(1/w+2/w^2+2/w^3)\), this becomes

\[
S=e^{-w}\left(1+w+\tfrac13w^2\right).
\]

The square of \(a(1)b(2)+b(1)a(2)\) integrates to \(1+1+2S^2\), so the normalized function is

\[
\Psi_{HL}=\frac{a(1)b(2)+b(1)a(2)}{\sqrt{2(1+S^2)}} .
\]

Each orbital equals \(\sqrt{\zeta^3/\pi}\) at its own nucleus and is smaller by \(e^{-w}\) at the other. The first product gives \(\zeta^3/\pi\) and the second gives \((\zeta^3/\pi)e^{-2w}\):

\[
\Psi_{HL}(A,B)=\frac{\zeta^3}{\pi}\,\frac{1+e^{-2w}}{\sqrt{2(1+S^2)}} .
\]

The exponent should not be adjusted to the coupling, so it is fixed by the lowest energy at this \(R\). With \(h_{aa}\) and \(h_{ab}\) the matrix elements of kinetic energy plus attraction to both nuclei, the one-electron terms sum to \(4h_{aa}+4Sh_{ab}\) and the repulsion to \(2(aa|bb)+2(ab|ab)\). Division by \(2(1+S^2)\) gives, in atomic units,

\[
E_{HL}=\frac{2h_{aa}+2Sh_{ab}+(aa|bb)+(ab|ab)}{1+S^2}+\frac1R .
\]

The integrals were evaluated with a six-Gaussian fit to the 1s orbital, while the amplitudes at the nuclei use the true exponential. Exact Slater integrals change the exponents and squared amplitudes quoted here and below by at most one unit in the last digit. The minimum lies at \(\zeta=1.1695\,a_0^{-1}\), where \(w=1.637\), \(S=0.6868\), \(\zeta^3/\pi=0.5092\,a_0^{-3}\) and \(e^{-2w}=0.0378\). Then

\[
\Psi_{HL}(A,B)=\frac{0.5092\times1.0378}{\sqrt{2\times1.4717}}\,a_0^{-3}=0.3080\,a_0^{-3},
\]

and the squared amplitude is \(0.09487\,a_0^{-6}\). The energy needed is

\[
\Delta E=\frac{466.14\times0.09487}{43}\,E_h=1.03\,E_h\quad(28\ \text{eV}).
\]

This answers the question for the Heitler–London function. The lowest vertical triplet, computed below, lies at \(0.390\,E_h\), and vertical ionization needs \(0.604\,E_h\). The required mean is thus far up in the continuum. Using the lowest triplet energy as the mean would give 113 Hz.

## A second wavefunction

In the simplest molecular-orbital function both electrons occupy \(g=(a+b)/\sqrt{2(1+S)}\), so

\[
\Psi_{MO}(A,B)=g(A)\,g(B)=\frac{\zeta^3}{\pi}\,\frac{(1+e^{-w})^2}{2(1+S)} .
\]

Its own energy minimum is at \(\zeta=1.1896\,a_0^{-1}\), with \(S=0.6789\) and \(|\Psi(A,B)|^2=0.05091\,a_0^{-6}\). The same 43 Hz now requires

\[
\Delta E=\frac{466.14\times0.05091}{43}\,E_h=0.55\,E_h\quad(15\ \text{eV}).
\]

The two answers differ by a factor of 1.9. Expanding \(g(1)g(2)\) shows why: besides \(ab+ba\) it contains \(aa+bb\), with both electrons on one atom. At \(\zeta=1.1896\,a_0^{-1}\) those terms multiply the squared norm, from \(2(1+S^2)\) to \(4(1+S)^2\), by 3.9. They multiply the squared amplitude for one electron at each nucleus, from \((1+e^{-2w})^2\) to \((1+e^{-w})^4\) in units of \((\zeta^3/\pi)^2\), by only 1.9. The ratio at equal exponents is therefore 2.1, and the smaller Heitler–London exponent lowers it to 1.9.

Two limits at equal \(\zeta\) show that the effect depends on \(w\), although the ratio in between can exceed both limits, as the value 2.1 shows. For \(w\to\infty\), the squared amplitudes tend to \(\tfrac12(\zeta^3/\pi)^2\) and \(\tfrac14(\zeta^3/\pi)^2\), a ratio of 2. For \(w\to0\), \(S\to1\) and both amplitudes tend to \(\zeta^3/\pi\), a ratio of 1, because \(a\) and \(b\) become the same orbital. The second limit concerns the amplitudes alone: once the nuclei coincide, the same-electron terms dropped earlier no longer vanish.

## How the coupling scales

**Nuclei.** At fixed \(R\) and fixed electronic state, \(J\propto g_pg_d\). Replacing the deuteron by a proton multiplies \(J\) by \(5.58569/0.85744=6.51\), so 43 Hz corresponds to 280 Hz between two protons. The required \(\Delta E\) does not change.

**Orbital size.** The prefactor suggests \(|\Psi(A,B)|^2\propto\zeta^6\), but \(w\) changes as well. From

\[
\frac{dS}{dw}=e^{-w}\left(-1-w-\tfrac13w^2+1+\tfrac23w\right)=-\tfrac13w(1+w)e^{-w}
\]

the logarithmic slope at fixed \(R\) is

\[
\frac{d\ln|\Psi_{HL}(A,B)|^2}{d\ln\zeta}
=6-\frac{4w\,e^{-2w}}{1+e^{-2w}}+\frac{2S\,w^2(1+w)e^{-w}}{3(1+S^2)} .
\]

At the optimized exponent this is \(6-0.24+0.43=6.2\). A 1% error in \(\zeta\) thus becomes a 6% error in \(J\) or in the inferred \(\Delta E\).

The free-atom exponent \(\zeta=1\,a_0^{-1}\) shows the consequence. The squared amplitude drops to \(0.03638\,a_0^{-6}\), smaller by a factor of 2.6, and the required energy falls to \(0.394\,E_h\). This nearly equals the lowest triplet energy, but the agreement does not support the estimate: the squared amplitude behind it is little more than half the reference value found below.

**Distance.** With a constant \(\Delta E\), the Heitler–London formula predicts a finite \(J\) even for \(R\to\infty\), since \(|\Psi(A,B)|^2\) stays finite. Here the constant mean energy fails. When the atoms no longer overlap, \(\delta_{iA}\) can excite atom A, but \(\delta_{jB}\) cannot bring A back to its ground state. The surviving intermediate state is the triplet of two ground-state atoms, so \(\Delta E\) must be the singlet–triplet gap, which tends to zero. Second-order theory then gives a growing \(J\), until the gap is no longer large compared with the contact energies and the expansion itself breaks down.

## What the mean energy means

A calculation without closure shows how far \(\Delta E\) can be trusted. In a singlet,

\[
\langle(s_{1a}-s_{2a})^2\rangle=\tfrac14+\tfrac14+2\cdot\tfrac14=1 ,
\]

so \(s_{1a}-s_{2a}\) produces a normalized triplet spin function. With the factor \(\tfrac12\) from the splitting of the operator, each nucleus contributes \(\tfrac12C_Nv_N^{(n)}\), where

\[
v_N^{(n)}=\langle n|\delta_{1N}-\delta_{2N}|\Psi\rangle,\qquad
hJ=-\frac{C_pC_d}{2}\sum_n\frac{v_A^{(n)}v_B^{(n)}}{E_n-E_0},
\]

and \(n\) now labels spatial triplet functions. For a complete set of states \(\sum_nv_A^{(n)}v_B^{(n)}=-2|\Psi(A,B)|^2\), which recovers closure. A finite basis smears out the delta functions, so same-electron terms survive in this sum. They are not small: in the larger basis used below, \(-\tfrac12\sum_nv_A^{(n)}v_B^{(n)}\) is about \(3\,a_0^{-6}\), nearly 50 times \(|\Psi(A,B)|^2\), and it grows as steeper s functions are added. The effective energies below are therefore computed from \(|\Psi(A,B)|^2\) itself.

With fixed nuclei the electrons of HD do not distinguish the two ends. Inversion through the midpoint exchanges A and B, so \(v_B=v_A\) for gerade triplets and \(v_B=-v_A\) for ungerade ones. Gerade triplets therefore lower \(J\), and ungerade triplets raise it. The effective energy is a mean with weights of both signs:

\[
\frac1{\Delta E}=\frac{\sum_nW_n/(E_n-E_0)}{\sum_nW_n},\qquad W_n=-\tfrac12v_A^{(n)}v_B^{(n)} .
\]

Such a mean can leave the range of the energies. Take weight 2 at energy 1 and weight \(-1\) at energy 2: then \(1/\Delta E=2-\tfrac12\), and \(\Delta E=0.67\) lies below both.

The sum was evaluated by full configuration interaction for both electrons in two Gaussian bases. The larger one gives \(|\Psi(A,B)|^2=0.0643\,a_0^{-6}\) and \(J=40.1\) Hz, hence

\[
\Delta E=\frac{466.14\times0.06425}{40.09}\,E_h=0.75\,E_h\quad(20\ \text{eV}).
\]

The smaller basis, which differs only in having fewer steep s functions, gives 39.8 Hz and the same \(\Delta E\) to three digits. The last digits of the amplitude and of \(J\) are not converged: two more steep s functions give \(0.0644\,a_0^{-6}\) and 40.2 Hz, while adding diffuse, p, d and f functions lowers \(J\) by about 0.05 Hz. The basis limit lies near \(0.0645\,a_0^{-6}\) and 40.2 Hz, and \(\Delta E\) stays at \(0.75\,E_h\). The response formula was also tested in a small basis against energies computed with finite contact fields, and the two agreed to about one part in a million.

The ungerade and gerade parts are 2373 and −2333 Hz in the smaller basis, but 6898 and −6858 Hz in the larger. Each contains the response of an electron at a nucleus to a contact source at that same nucleus. Close to the source this response obeys \(-\tfrac12\nabla^2f=\delta\), so \(f=1/(2\pi r)\), which diverges at \(r=0\). A Gaussian of exponent \(\beta\) resolves distances down to about \(\beta^{-1/2}\), so the value at the nucleus grows as \(\sqrt\beta\). The steepest exponent differs by a factor of 9 between the bases; the expected growth is 3, and the computed one is 2.9. The divergence cancels in the sum, which stays near 40 Hz.

The lowest triplet, an ungerade state at \(0.390\,E_h\) (10.6 eV), supplies 29.8 Hz. Its weight is \(29.8\times0.390/466.14=0.025\,a_0^{-6}\), about 39% of \(|\Psi(A,B)|^2\) (other bases give 29.5 to 29.9 Hz and 38 to 39%). The remaining \(0.039\,a_0^{-6}\) supplies only 10.3 Hz, which puts the effective energy well above the lowest triplet. These 10.3 Hz are a small difference between large ungerade and gerade parts. The energy of \(1.8\,E_h\) that would formally belong to the remainder is therefore not a typical excitation energy.

The simple functions can now be judged. Relative to the reference, the Heitler–London squared amplitude is 48% too large (47% against the estimated basis limit) and the molecular-orbital one 21% too small. Yet the Heitler–London total energy is the lower of the two, \(-1.139\) against \(-1.128\,E_h\). In this case the better energy does not go with the better amplitude at the nuclei.

The reference has limits of its own. Its remaining basis error in \(J\) is about 0.1 Hz, too small to explain the gap between 40 and 43 Hz. That gap lies with what is left out, namely nuclear motion, relativity and the other coupling mechanisms, and this calculation does not divide it among them. Forcing 43 Hz with the reference amplitude would give \(0.70\,E_h\) instead of \(0.75\,E_h\). That shift is small beside the spread from 0.55 to \(1.03\,E_h\) between the two simple wavefunctions. A positive \(\Delta E\) fixes the sign of the closure estimate, and values between the lowest triplet energy and about \(1\,E_h\) give the right order of magnitude with either optimized function. The energy inferred from a known coupling, however, depends strongly on the wavefunction put in. The numerical output below gives the values in full.

## Values computed for the example and the checks

```
internuclear distance R = 1.40 bohr
target coupling = 43.0 Hz
proton g factor = 5.58569
deuteron g factor = 0.85744
hydrogen atom hyperfine frequency from C_p = 1422.8 MHz
coupling scale C_p C_d/h = 466.14 Hz hartree bohr^6
spin model: J diagonalized / J closure = 1.00128
Heitler-London: optimized exponent = 1.1695 bohr^-1
Heitler-London: total energy = -1.1387 hartree
Heitler-London: overlap S = 0.6868
Heitler-London: Psi(A,B) = 0.3080 bohr^-3
Heitler-London: |Psi(A,B)|^2 = 0.09487 bohr^-6
Heitler-London: needed dE = 1.028 hartree = 28.0 eV
Heitler-London: J if dE were the lowest triplet energy = 113.5 Hz
molecular orbital: optimized exponent = 1.1896 bohr^-1
molecular orbital: total energy = -1.1279 hartree
molecular orbital: overlap S = 0.6789
molecular orbital: Psi(A,B) = 0.2256 bohr^-3
molecular orbital: |Psi(A,B)|^2 = 0.05091 bohr^-6
molecular orbital: needed dE = 0.552 hartree = 15.0 eV
molecular orbital: J if dE were the lowest triplet energy = 60.9 Hz
Heitler-London, exponent 1: |Psi(A,B)|^2 = 0.03638 bohr^-6
Heitler-London, exponent 1: needed dE = 0.394 hartree
full CI, 12 s per atom: number of orbitals = 52
full CI, 12 s per atom: total energy = -1.17337 hartree
full CI, 12 s per atom: |Psi(A,B)|^2 = 0.06374 bohr^-6
full CI, 12 s per atom: contact J from full response = 39.78 Hz
full CI, 12 s per atom: ungerade part of J = 2373 Hz
full CI, 12 s per atom: gerade part of J = -2333 Hz
full CI, 12 s per atom: effective dE = 0.747 hartree
full CI, 14 s per atom: number of orbitals = 56
full CI, 14 s per atom: total energy = -1.17337 hartree
full CI, 14 s per atom: |Psi(A,B)|^2 = 0.06425 bohr^-6
full CI, 14 s per atom: contact J from full response = 40.09 Hz
full CI, 14 s per atom: ungerade part of J = 6898 Hz
full CI, 14 s per atom: gerade part of J = -6858 Hz
full CI, 14 s per atom: effective dE = 0.747 hartree
reference effective dE = 20.3 eV
reference |Psi(A,B)|^2 with J = 43 Hz: needed dE = 0.697 hartree
lowest vertical triplet energy = 0.390 hartree = 10.6 eV
lowest triplet contribution to J = 29.8 Hz
vertical ionization energy = 0.604 hartree
finite-field J / response J, small basis = 1.000001
```
